# Why thermal-grating data barely resolve fine structure in a mean-free-path spectrum, part 2

A thermal grating, a temperature pattern of wavenumber $q$ and period $2\pi/q$ along $z$, fades at a rate $\gamma$ that gives an apparent conductivity $k$. How strongly does a ripple in the spectrum of phonon mean free paths $\Lambda$ change $k$?

With reference length $\ell$ (the median mean free path), $\Lambda=\ell e^u$, $q=e^{-v}/\ell$ and $x=q\Lambda$. The bulk conductivity carried between $u$ and $u+du$ is $f(u)\,du$, and $\mu$ is the cosine of the angle between flight and the $z$ axis. In the quasi-steady model,

$$k(v)=\int f(u)\,S(e^{u-v})\,du,\qquad S(x)=3\int_0^1\frac{\mu^2d\mu}{1+x^2\mu^2}=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right).$$

The first half found $I(s)=\int_0^\infty\frac{r^{s-1}dr}{1+r^2}=\pi/[2\sin(\pi s/2)]$ and the Mellin transform of $S$,

$$\boxed{M(s)=\frac{3\pi}{2(3-s)\sin(\pi s/2)},\qquad0<\operatorname{Re}s<2.}$$

Continued to the imaginary axis, it gives the gain for an endless ripple $e^{i\omega u}$:

$$|M(i\omega)|=\frac{3\pi}{2\sqrt{9+\omega^2}\,\sinh(\pi\omega/2)}\qquad(\omega>0).$$

A ripple that repeats when $\Lambda$ grows by a factor $R$ has $\omega=2\pi/\ln R$.

The smooth spectrum is $f_0(u)=k_0G_w(u)$, with bulk conductivity $k_0$, $G_w(u)=e^{-u^2/(2w^2)}/(w\sqrt{2\pi})$ and apparent conductivity $k_{\rm smooth}$. The spectra to be told apart, with ripple phase $\varphi$, are

$$f_\pm(u)=f_0(u)\,[1\pm\cos(\omega u+\varphi)],\qquad\omega>0 .$$

$$k_\pm=k_{\rm smooth}\pm k_0\operatorname{Re}\big[e^{i\varphi}B(v)\big],\qquad B(v)=\int G_w(u)\,e^{i\omega u}S(e^{u-v})\,du .$$

The largest value of $k_0|B(v)|$ over all $v$ is $a$. The example has $k_0=140$ W/(m K), $\ell=0.5$ µm and $w=2$.

Each phonon group has speed $c$, relaxation time $\tau$, $\Lambda=c\tau$, heat capacity per volume $C$ (total $C_{\rm tot}$) and conductivity $\kappa=cC\Lambda/3$. With $T$ the departure from the mean temperature, its excess energy $g$ obeys the steady Boltzmann equation

$$c\mu\,\frac{\partial g}{\partial z}=-\frac{g-CT}{\tau}.$$

This neglects $\partial_tg$, which requires $\gamma\tau\ll1$. If groups with $x\gtrsim1$ also store little heat, $\gamma=k(q)\,q^2/C_{\rm tot}$.

### The bound, and where it comes from

In the angular integral for $S$, the denominator $1+x^2\mu^2$ can vanish only if $x^2$ is real and $x^2\le-1$. Hence $S(e^y)$ is analytic for $|\operatorname{Im}y|<\pi/2$, and its nearest singularities are at $x=\pm i$. We may therefore move the integration path in $B$ to $u=t+i\theta$ with $0<\theta<\pi/2$. The Gaussian removes the contributions from the distant ends, since $S$ stays bounded on any strip that stops short of $\pi/2$.

On the new path, $|e^{i\omega(t+i\theta)}|=e^{-\omega\theta}$. The real part of $-(t+i\theta)^2$ is $-t^2+\theta^2$, so $|G_w(t+i\theta)|=G_w(t)\,e^{\theta^2/(2w^2)}$. Thus

$$|B(v)|\le e^{-\omega\theta+\theta^2/(2w^2)}\int G_w(t)\,\big|S(e^{t-v+i\theta})\big|\,dt .$$

Let $\theta\to\pi/2$. Since $\arctan(iy)=i\,\operatorname{artanh}y$, the kernel becomes

$$S(iy)=\frac{3}{y^2}\left(\frac{\operatorname{artanh}y}{y}-1\right).$$

For $y>1$ the inverse hyperbolic tangent has real part $\frac12\ln\frac{y+1}{y-1}$ and an imaginary part of size $\pi/2$. At $y=1$ the kernel diverges logarithmically. This is integrable, and on the approaching paths $|S|$ stays below a constant plus a multiple of $|\ln|t-v||$ near that point, so the limit may be taken under the integral. The result is

$$\boxed{a\le k_0\,C_w\exp\left(-\frac{\pi\omega}{2}+\frac{\pi^2}{8w^2}\right),\qquad C_w=\sup_v\int G_w(t)\,|S(ie^{t-v})|\,dt .}$$

The constant $C_w$ does not depend on $\omega$. It is finite because $|S(ie^z)|$ tends to 1 on the left, decays on the right, and has an integrable peak between. For $w=2$ it is about 1.12.

The exponent is thus set by how far $\ln x$ can be moved off the real axis before the kernel becomes singular. The singularity belongs to flight straight along the grating vector, $\mu=\pm1$, where $1+x^2\mu^2$ vanishes at $x=\pm i$.

### Other kernels, other laws

A kernel $1/(1+x)$ has its singularity at $x=-1$, at angle $\pi$ instead of $\pi/2$. The integral $I(s)$ of the first half, with $r^2$ as the new variable, gives its transform as $\pi/\sin(\pi s)$. This decays as $e^{-\pi\omega}$, twice as fast in the exponent. Numerical integration gave the rate 3.14159.

A sharp cutoff, equal to 1 for $x<1$ and 0 beyond, has the transform $\int_0^1x^{s-1}dx=1/s$. Its modulus on the imaginary axis is $1/\omega$, with no exponential. With $w=2$ and $R=2$, a cutoff of this kind would respond to the ripple by $0.022\,k_0$, about $10^5$ times more than the grating kernel. Replacing $S$ by a step may serve for a rough picture of which paths contribute, but it gives a false idea of resolution.

### A sharper value for broad spectra

The bound lacks the factor $1/\omega$ found in $M$. To estimate $a$ itself, write the envelope as a sum of waves,

$$G_w(u)=\int\frac{d\nu}{2\pi}\,e^{-w^2\nu^2/2}e^{i\nu u}.$$

Each wave $e^{i(\omega+\nu)u}$ passes with gain $M(i(\omega+\nu))$. For $w\omega\gg1$ the waves near zero total frequency, where $M$ has its pole, have negligible weight. Near $\nu=0$ expand to first order,

$$\ln M(i(\omega+\nu))\approx\ln M(i\omega)-\theta\nu+i\chi\nu,\qquad\theta=-\frac{d\ln|M(i\omega)|}{d\omega},\qquad\chi=\frac{d\arg M(i\omega)}{d\omega}.$$

The Gaussian integral then gives

$$|B(v)|\approx\frac{|M(i\omega)|}{w\sqrt{2\pi}}\left|\exp\frac{[i(v+\chi)-\theta]^2}{2w^2}\right|=\frac{|M(i\omega)|}{w\sqrt{2\pi}}\exp\frac{\theta^2-(v+\chi)^2}{2w^2}.$$

This is largest at $v=-\chi$, so

$$a\approx k_0\,\frac{|M(i\omega)|}{w\sqrt{2\pi}}\,e^{\theta^2/(2w^2)},\qquad\theta=\frac{\pi}{2}\coth\frac{\pi\omega}{2}+\frac{\omega}{9+\omega^2}.$$

The two terms of $\theta$ come from differentiating $\ln\sinh(\pi\omega/2)$ and $\frac12\ln(9+\omega^2)$. The phase of $1/(3-i\omega)$ is $\arctan(\omega/3)$, which gives $\chi=3/(9+\omega^2)$. The best grating period, $2\pi\ell e^{-\chi}$, is thus slightly below $2\pi\ell$.

### The numbers for the example

The parameters are $k_0=140$ W/(m K), $\ell=0.5$ µm and $w=2$. For $R=2$, $\theta=1.571+0.099=1.670$ and $\theta^2/8=0.349$. Then

$$\frac{a}{k_0}\approx\frac{6.46\times10^{-7}\times e^{0.349}}{2\sqrt{2\pi}}=\frac{6.46\times10^{-7}\times1.417}{5.013}=1.83\times10^{-7}.$$

Direct integration of $B$ over the spectrum, with a search over periods, gives the values below.

| $R$ | $\omega$ | $a/k_0$ | bound on $a/k_0$ |
|---|---|---|---|
| 10 | 2.73 | $9.3\times10^{-3}$ | $2.1\times10^{-2}$ |
| 3 | 5.72 | $5.3\times10^{-5}$ | $1.9\times10^{-4}$ |
| 2 | 9.07 | $1.8\times10^{-7}$ | $1.0\times10^{-6}$ |

The broad-envelope estimate agrees with direct integration to within 0.3 % of $a$ in all three cases. The best periods are about 2.5, 2.9 and 3.0 µm for $R=10$, 3 and 2. The maximum is flat, and the values in the numerical output, taken on a grid with steps of 5 % in period, differ from these by up to 2 %.

### From amplitude to number of readings

Suppose that $N$ readings $y_j$ are taken at periods of our choice, each with independent Gaussian noise of standard deviation $\sigma$ and no bias. The spectrum is known to be $f_+$ or $f_-$, with equal prior odds. The mean error is smallest if for each outcome we choose the spectrum that makes it more likely. With $\delta_j$ the signed change at reading $j$, and $z_j=y_j-k_{\rm smooth}$, the logarithm of the likelihood ratio is

$$\sum_j\frac{(z_j+\delta_j)^2-(z_j-\delta_j)^2}{2\sigma^2}=\frac{2}{\sigma^2}\sum_j\delta_jz_j .$$

If $f_+$ is true, $\sum_j\delta_jz_j$ has mean $\sum_j\delta_j^2$ and variance $\sigma^2\sum_j\delta_j^2$. The choice is wrong when this sum is negative. With $\Phi$ the cumulative normal distribution,

$$P_{\rm error}=\Phi\left(-\frac{1}{\sigma}\sqrt{\textstyle\sum_j\delta_j^2}\right)\ge\Phi\left(-\frac{\sqrt N\,a}{\sigma}\right),$$

because $|\delta_j|\le a$. By symmetry the error is the same if $f_-$ is true. To reach an error of 5 %, where $\Phi(-1.645)=0.05$, one needs

$$N\ge\left(\frac{1.645\,\sigma}{a}\right)^2 .$$

For $\sigma=0.01\,k_0$ and $R=2$ this is $(0.01645/1.83\times10^{-7})^2\approx8\times10^9$. For $R=3$ it is about $10^5$, and for $R=10$ it is 4 after rounding up. With four readings in the last case the formula predicts an error of 3.2 %. A simulation of 200,000 such experiments gave 3.1 %.

No method of data analysis escapes this limit under the stated noise. A method that found the sign of the ripple more reliably would itself be a better test than the best one. For large $\omega$ the required number grows as $\omega^2e^{\pi\omega}$, and the exponential equals $\exp(2\pi^2/\ln R)$.

Read the other way, the formula gives the finest ripple that one reading at the best period can tell from its mirror image, again with a 5 % risk of error. Noise of 1 %, 0.1 % and 0.01 % of $k_0$ gives $R=13.7$, 5.4 and 3.5. Telling a ripple from no ripple is harder, because the two conductivities then differ by $a$ instead of $2a$. The same noise levels then give $R=22.9$, 6.6 and 3.9. Each tenfold reduction of noise raises $\omega$ by about 1.33. This follows from $\theta$: if $a$ falls roughly as $e^{-\theta\omega}$, the gain is $\ln10/\theta$, and near $\omega=3$, where $\theta\approx1.74$, this is 1.32. The limiting gain for large $\omega$ is $(2/\pi)\ln10=1.47$.

### What prior knowledge can do

The result concerns spectra that may contain the ripple. If the spectrum is known beforehand to be a single narrow line of known strength $k_0$, then $k=k_0S(q\Lambda)$. Since $S$ is monotonic, one good reading locates the line. The sharp feature is then supplied by the assumption, and the data fix its position. For narrow envelopes the factor $e^{\pi^2/(8w^2)}$ also makes the bound weak. A smoothness condition on the spectrum stabilizes the inversion in a similar way, by excluding ripples that the data cannot judge.

### The cost of the quasi-steady assumption

Restore the time derivative and let all quantities decay as $e^{-\gamma t}$. With spatial dependence $e^{iqz}$ the Boltzmann equation gives $g=CT/(1-\gamma\tau+ix\mu)$. Collisions must conserve energy when summed over groups. With $b=1-\gamma\tau$ and the angular average $\int_0^1b\,d\mu/(b^2+x^2\mu^2)=\arctan(x/b)/x$, this requires

$$\sum\frac{C}{\tau}\left[1-\frac{\arctan(x/b)}{x}\right]=0,\qquad\frac C\tau=\frac{3\kappa}{\Lambda^2}.$$

For groups with $\gamma\tau>1$ the arctangent is continued smoothly past $\pi/2$. The root is then a decay rate of the continued equation and not of a strict exponential solution.

For the smooth spectrum with $c=6000$ m/s, the apparent conductivity $\gamma C_{\rm tot}/q^2$ exceeds $k(q)$ by 10 % at a period of 1 µm, 3.6 % at 3 µm and 0.9 % at 10 µm, relative to $k(q)$. At a period of 3 µm the ripple signals, computed to first order in ripple depth, are $1.02\times10^{-2}$, $6.3\times10^{-5}$ and $2.4\times10^{-7}$ of $k_0$ for $R=10$, 3 and 2. They exceed the quasi-steady signals at the same period by about 10 %, 19 % and 31 %. For $R=2$ the number of readings at this period falls to about five thousand million.

The numerical output lists the largest signals found for periods between 0.16 and 63 µm. For $R=2$ the listed value, $3.1\times10^{-7}$, belongs to the shortest period searched and is not a true maximum. The signal still grows slowly at shorter periods, where more groups have $\gamma\tau>1$ and the continued equation is less secure.

An increase that grows with $\omega$ is to be expected. The singularity now lies at $1-\gamma\Lambda/c=\pm iq\Lambda$, at an angle $\arctan(cq/\gamma)$, slightly less than $\pi/2$. At 3 µm the deficit is about 0.027. The factor $e^{0.027\,\omega}$ is then 1.08, 1.17 and 1.28 for $R=10$, 3 and 2, which is most of the increase found at that period.

### Beside real silicon

The parameters are rough values for silicon at room temperature. The bulk conductivity is close to the real one; the Gaussian spectrum and single speed are simplifications. They give a heat capacity

$$C_{\rm tot}=\frac{3k_0}{c\ell}\,e^{w^2/2}=1.03\ \text{MJ/(m}^3\text{ K)},$$

well below the roughly 1.6 MJ/(m³ K) of silicon, and a diffusivity of 1.35 cm²/s, which is correspondingly too high. A real experiment also breaks the assumption of a fixed temperature: if conductivity varies as $1/T$, a drift of 1 K at 300 K moves it by 0.33 %. For a reading near 3 µm, where $k$ is about 77 W/(m K), this is roughly 0.2 W/(m K), some twenty to thirty-five times the signal for $R=3$, depending on how the mean free paths change with temperature. If the heating falls off exponentially over a depth $\delta=100$ µm, the curvature of that profile is only $2.5\times10^{-4}$ of that of a 10 µm grating. The effect on a reading can be much larger. At an insulated surface, flow into the depth at first lowers the temperature by a fraction $2\sqrt{Dt/\pi}/\delta$, with $D$ the thermal diffusivity and $t$ the time. This is about 2 % after one decay time of the 10 µm grating, whose decay is set by $k(q)\approx105$ W/(m K). Photoexcited carriers have a rough diffusivity of 15 cm²/s, 11 times that of heat in the model, and can blur the grating if they keep their energy for long. Surfaces, which change the spectrum itself in thin membranes, and collisions beyond relaxation times are left out. The quasi-steady error of 3.6 % at 3 µm, nearly 3 W/(m K), shows that for the finer ripples the kernel would have to be known far better than this model knows it, even if noise were absent. The remaining figures are in the numerical output below.

## Calculated quantities

```
MODEL INPUTS (rough, silicon-like)
bulk conductivity k0 = 140 W/(m K)
median mean free path = 0.50 um
logarithmic width = 2.0; phonon speed = 6000 m/s
noise per reading = 1.0 % of k0
allowed error probability = 5 %
KERNEL
measured Mellin decay rate = 1.570796 (pi/2 = 1.570796)
decay rate for kernel 1/(1+x) = 3.14159
bound constant C_w = 1.119
SMOOTH SPECTRUM: kernel k, and full-rate k minus kernel k
period 1 um: k = 49.9 W/(m K), shift +10.02 %
period 3 um: k = 77.2 W/(m K), shift +3.56 %
period 10 um: k = 104.9 W/(m K), shift +0.94 %
period 30 um: k = 123.0 W/(m K), shift +0.23 %
RIPPLES (full depth, best phase and period)
mean-free-path ratio 10: omega = 2.729
  |M(i omega)| = 3.197e-02
  change/k0 = 9.289e-03, bound = 2.095e-02
  change = 1.300e+00 W/(m K)
  broad-envelope estimate/k0 = 9.301e-03
  best period = 2.57 um
  readings needed = 4
  change/k0 from full decay rate = 1.058e-02
mean-free-path ratio 3: omega = 5.719
  |M(i omega)| = 1.831e-04
  change/k0 = 5.273e-05, bound = 1.911e-04
  change = 7.383e-03 W/(m K)
  broad-envelope estimate/k0 = 5.258e-05
  best period = 2.84 um
  readings needed = 9.73e+04
  change/k0 from full decay rate = 6.750e-05
mean-free-path ratio 2: omega = 9.065
  |M(i omega)| = 6.464e-07
  change/k0 = 1.831e-07, bound = 9.976e-07
  change = 2.563e-05 W/(m K)
  broad-envelope estimate/k0 = 1.827e-07
  best period = 2.99 um
  readings needed = 8.07e+09
  change/k0 from full decay rate = 3.123e-07
sharp-cutoff kernel, ratio 2: change/k0 = 2.201e-02
grid-halving relative shift, ratio 2 = 5.2e-11
test error, ratio 10: predicted 3.16 %, simulated 3.11 %
FINEST RATIO SEEN BY ONE READING
noise 1.00 %: omega = 2.400, ratio = 13.71
noise 0.10 %: omega = 3.726, ratio = 5.40
noise 0.01 %: omega = 5.057, ratio = 3.46
asymptotic gain in omega per decade = 1.466
OTHER NEGLECTED EFFECTS
model heat capacity = 1.034 MJ/(m3 K)
model thermal diffusivity = 1.35 cm2/s
k drift for 1 K at 300 K, k ~ 1/T: 0.33 %
optical depth 100 um, period 10 um: depth/grating curvature = 2.5e-04
carrier diffusivity 15 cm2/s; carrier/thermal = 11.1
```
